Why a small reference weight need not mean multireference character

For N identical fragments that do not interact, the weight of the Hartree-Fock determinant in the normalized exact ground state is

c0² = w^N = exp(−N |ln w|),

where w < 1 is the weight for one fragment. It tends to zero as N grows, however weakly each fragment is correlated. The error of single-reference coupled cluster with single and double excitations (CCSD) behaves differently: it is the same for each fragment at every N. A small c0² can therefore mean that the system is large, and not that its reference is poor.

**The belief and its appeal**

The belief runs as follows. A single-reference method starts from one determinant. If that determinant carries 95 % of the exact state, the start is good; if it carries 30 %, most of the state lies elsewhere, and several determinants should be treated on an equal footing. A threshold such as c0² > 0.9 then decides between a single-reference and a multireference calculation.

For one small molecule this has a sound core. When two determinants are nearly degenerate, they mix strongly and c0² falls towards one half. The error lies in the converse. Near-degeneracy lowers c0², but so does the accumulation of many small, independent excitations. A model in which both effects can be worked out in full separates them.

**One fragment**

Let a fragment have two sites and two electrons of opposite spin, with hopping energy t > 0 between the sites and repulsion U > 0 when both electrons are on the same site. This is the two-site Hubbard model. Its orbitals are

g = (site 1 + site 2)/√2, with energy −t,
u = (site 1 − site 2)/√2, with energy +t.

With both electrons in g the density is equal on the two sites. The mean-field potential is then the same on both and leaves the orbitals unchanged, so |gg⟩ is a restricted Hartree-Fock determinant. It is the reference.

Exchange of the two sites is a symmetry. The determinants |gg⟩ and |uu⟩ are even under it, while those with one electron in g and one in u are odd. The Hamiltonian does not mix the two sets, and the ground state lies in the even set, as is checked below, so it needs |gg⟩ and |uu⟩ alone. Written in sites, with the spin-up electron named first,

|gg⟩ = ½(|11⟩ + |12⟩ + |21⟩ + |22⟩),
|uu⟩ = ½(|11⟩ − |12⟩ − |21⟩ + |22⟩).

The repulsion acts on |11⟩ and |22⟩. Its expectation value is U(¼ + ¼) = U/2 in either determinant, and its matrix element between them is also U(¼ + ¼) = U/2. The hopping contributes −2t to |gg⟩ and +2t to |uu⟩, and does not couple them. With energies measured from that of |gg⟩, the Hamiltonian matrix has diagonal elements 0 and Δ and off-diagonal element K, where

Δ = 4t, K = U/2.

Write the ground state as |gg⟩ + τ|uu⟩, not yet normalized, and call its energy e. This is the correlation energy, since it is measured from the reference. The two rows of the eigenvalue equation are

Kτ = e,
K + Δτ = eτ.

The first gives τ = e/K. Inserting this in the second and multiplying by K gives

e² − Δe − K² = 0,
e = Δ/2 − √(Δ²/4 + K²),

where the lower root has been taken. The odd determinants |gu⟩ = ½(|11⟩ − |12⟩ + |21⟩ − |22⟩) and |ug⟩ = ½(|11⟩ + |12⟩ − |21⟩ − |22⟩) each have hopping energy 0 and repulsion U/2, hence energy 2t = Δ/2 on the same scale, and the repulsion couples them by U(¼ + ¼) = K. Their eigenvalues Δ/2 ± K both lie above e, because √(Δ²/4 + K²) > K, so the even state is the ground state. The squared norm of the state is 1 + τ², so the reference weight is

w = 1/(1 + τ²).

For K ≪ Δ, expansion of the root gives e ≈ −K²/Δ, hence τ ≈ −K/Δ and 1 − w ≈ K²/Δ². This is weak correlation. For K ≫ Δ, e → −K, τ → −1 and w → ½: two determinants matter equally, and the fragment has true multireference character.

Take t = 3 eV and U = 4 eV, so that Δ = 12 eV and K = 2 eV. Then

e = 6 − √(36 + 4) = −0.3246 eV (−31.3 kJ/mol),
τ = −0.3246/2 = −0.1623,
w = 1/(1 + 0.1623²) = 0.9743.

By any reading of c0², this fragment is well described by one determinant.

**Many fragments**

Now take N such fragments without any interaction or hopping between them. The Hamiltonian is a sum, H = Σ H_A. Let P_A be the operator that moves both electrons of fragment A from g to u, and let |0⟩ be the determinant with every fragment in |gg⟩. The state

Ψ = Π (1 + τP_A)|0⟩

is an eigenstate of H, because each H_A acts on its own factor and returns e. Its correlation energy is Ne. It is the ground state provided that moving an electron from one fragment to another costs energy; for N up to 4 this is confirmed by computing the lowest state in the full space of determinants, which allows such transfers.

Each P_A contains an even number of fermion operators, so operators of different fragments commute and the norm factorizes:

⟨Ψ|Ψ⟩ = (1 + τ²)^N.

The coefficient of |0⟩ in Ψ is 1. After normalization its weight is

c0² = 1/(1 + τ²)^N = w^N.

The same argument holds for other closed-shell fragments, with their own w, under the same condition that moving electrons between fragments costs energy. For fragments that differ this condition can fail. In the example, moving one electron between two fragments costs E(1) + E(3) − 2E(2) = −3 + 1 + 2 × 4.32 = 6.65 eV, where E(n) is the lowest energy of a fragment with n electrons. If the levels of one fragment are raised by more than this, an electron moves and the product state is no longer the ground state. In Hartree-Fock theory the same transfer costs only −3 + 1 + 2 × 4 = 6 eV, so for a shift between 6 and 6.65 eV the product of the fragment determinants is no longer the lowest determinant, although the exact ground state is still the product state. Where the condition holds and the product of the fragment determinants is kept as the reference, c0² is the product of their weights, and −ln c0² is the sum of the separate values −ln w_A. The logarithm is thus additive over fragments, as an energy is. The weight itself is not, and a fixed threshold for it has no meaning independent of size.

In the example −ln w = 0.02599. Four fragments have c0² = 0.901 and five have 0.878, so the fifth fragment takes the system across a threshold of 0.9, although nothing has happened to the other four. At N = 27,

c0² = exp(−27 × 0.02599) = 0.496,

and at N = 100 it is 0.074. The hundred fragments are as weakly correlated as the first one was.

**Where the weight has gone**

Expanding the product Ψ gives 2^N determinants, since each fragment is either in |gg⟩ or in |uu⟩. A determinant with k excited fragments has coefficient τ^k, and there are N!/[k!(N − k)!] of them. Since w = 1/(1 + τ²) and 1 − w = τ²/(1 + τ²), the probability of finding k excited fragments is

P(k) = N!/[k!(N − k)!] (1 − w)^k w^(N−k).

This is the binomial distribution of N independent events. The mean number of excited fragments is N(1 − w), which is 2.57 for N = 100. It is then unlikely that no fragment is excited, and c0² is the probability of just that event.

No other determinant has taken the place of the reference. Relative to it, a determinant with k excited fragments has weight τ^(2k). The largest competitor has k = 1 and relative weight τ² = 0.026, whatever N is. The lost weight is spread over very many determinants, each of them small. In a near-degenerate fragment, by contrast, one or a few determinants rival the reference.

**Why coupled cluster is not disturbed**

An electron pair that has left g cannot leave it again, so P_A² = 0. The exponential series of τP_A therefore stops after the linear term:

exp(τP_A) = 1 + τP_A.

Since the P_A commute, the product of exponentials is the exponential of the sum:

Ψ = Π exp(τP_A)|0⟩ = exp(τ Σ P_A)|0⟩.

This has the coupled-cluster form exp(T)|0⟩, where T contains double excitations alone. CCSD determines T by requiring that exp(−T) H exp(T)|0⟩ have no component on singly or doubly excited determinants. For the T just found, H exp(T)|0⟩ = E exp(T)|0⟩, so

exp(−T) H exp(T)|0⟩ = E|0⟩,

and the requirement is met. CCSD is exact here at every N, including those for which c0² is close to zero. Its N amplitudes generate all 2^N coefficients, because simultaneous excitations of different fragments are products of separate ones. The size of c0² does not enter: the equations are written for a state whose coefficient on |0⟩ is 1.

This exactness rests on there being two electrons per fragment. With more electrons, CCSD in general makes an error in each fragment, and the question is how that error grows. Let T_A solve the CCSD equations of fragment A alone, and try T = Σ T_A. The operators of different fragments commute, so in each term of H all the exponentials cancel except those of its own fragment:

exp(−T) H exp(T)|0⟩ = Σ exp(−T_A) H_A exp(T_A)|0⟩.

Each term on the right changes one fragment and leaves the others in their reference. Its components on single and double excitations within that fragment vanish, because T_A solves the fragment's equations. Components on determinants that excite two fragments at once, or that move an electron between fragments, do not occur at all. So T = Σ T_A solves the CCSD equations of the whole system, and its energy is the sum of the fragment energies. Nonlinear equations may have other solutions; this is the one that connects to the separate fragments.

The total error is then N times the error of one fragment. "Stays accurate" has this meaning: the error per fragment and the recovered fraction of the correlation energy are constant, while the absolute error of the total energy grows linearly. In an energy difference that concerns one fragment, the errors of the unchanged fragments cancel.

A fragment of four sites in a row with four electrons, again with t = 3 eV and U = 4 eV, shows this. For one fragment c0² = 0.9517, and the CCSD energy lies 2.58 × 10⁻⁴ eV above full configuration interaction (full CI), which is the exact solution of the model. For two separate fragments c0² = 0.9058 = 0.9517², and the error is 5.16 × 10⁻⁴ eV, twice as large. In both cases the error is 0.047 % of the correlation energy.

**A method that does suffer, and a weight that misleads**

Configuration interaction with single and double excitations (CISD) uses a linear expansion in place of the exponential. For the two-site fragments it contains |0⟩ and the determinants P_A|0⟩, but not the pair excitations of two fragments at once. Its other determinants are odd in some fragment or move electrons between fragments, and H does not couple them to these. The reference couples to the normalized sum

|S⟩ = N^(−1/2) Σ P_A|0⟩

with matrix element N × K/√N = √N K. The energy of |S⟩ is Δ, because one fragment is excited in each of its terms. Within the CISD space, H leads from |S⟩ back to |0⟩ or to |S⟩ and nowhere else. This is the earlier two-state problem with K replaced by √N K. Two fragments in odd states can together have an energy as low as Δ − 2K, which for N = 2 would lie below the lower root of this problem if K were larger than Δ. In the example K is well below Δ, and the lower root is the CISD ground state:

E_CISD = Δ/2 − √(Δ²/4 + NK²).

For large N this grows as −√N K, whereas the exact correlation energy grows as N. The CISD energy per fragment tends to zero.

To find the reference weight, set S = √(Δ² + 4NK²), so that E_CISD = (Δ − S)/2 and NK² = (S² − Δ²)/4. The ratio of the two coefficients is E_CISD/(√N K), as τ = e/K was before, and the weight is

c0²(CISD) = NK²/(NK² + E_CISD²).

The denominator is (S² − Δ²)/4 + (S − Δ)²/4 = S(S − Δ)/2. Dividing, and cancelling the factor S − Δ, gives

c0²(CISD) = (S + Δ)/(2S) = ½[1 + Δ/√(Δ² + 4NK²)].

This tends to ½ and not to zero. For N = 27, S = √(144 + 432) = 24 eV, so the CISD weight is 36/48 = 0.75, while the exact weight is 0.496. The CISD correlation energy is 6 − 12 = −6 eV, against 27 × (−0.3246) = −8.76 eV, or 68 % of the exact value. The larger weight belongs to the worse state. A reference weight taken from CISD thus carries two effects of size: the decay of the true weight, and the failure of the method to follow it.

**Fragments that are weakly coupled**

Real fragments interact, and the product form is then no longer exact. Let the two-site fragments stand in a row, with a hopping of 0.6 eV between neighbouring fragments, one fifth of the hopping inside them. Full CI for one to four fragments gives c0² = 0.974, 0.950, 0.926 and 0.902. Each added fragment raises −ln c0² by 0.0256, with the three increments equal to within 0.00001. The exponential decay persists, at a slightly lower rate than the 0.0260 of separate fragments. This is a numerical finding for short chains, not a proof for interacting systems in general.

CCSD is no longer exact here. For two, three and four fragments its error per fragment is 0.9, 1.2 and 1.4 × 10⁻⁴ eV, so it still rises with N over this range. Multiplied by N and divided by the number of links, N − 1, it is 1.8 × 10⁻⁴ eV in all three cases. This suggests that each link contributes a fixed error, in which case the error per fragment would level off near 1.8 × 10⁻⁴ eV. At N = 4 the total error is 0.04 % of the correlation energy.

**The same weight with a different meaning**

If c0² measured the difficulty of a system, two systems with equal c0² should be equally difficult. Take one four-site fragment with the repulsion raised to U = 12 eV. The reference is again the restricted Hartree-Fock determinant, although at this repulsion a spin-unrestricted determinant lies lower in energy; the numbers below refer to the restricted one. Its weight is 0.716. Weak four-site fragments with U = 4 eV reach the same weight at

N = ln 0.7160/ln 0.9517 = 6.75,

which is used here as an interpolation between six and seven fragments. At this common weight the systems compare as follows.

- The total CCSD error is 0.0017 eV for the weak set and −0.064 eV for the strong fragment. The negative sign means that CCSD lies below full CI, which is possible because its energy is not a variational upper bound.
- Relative to the correlation energy, the magnitude of the error is 0.047 % for the weak set and 1.4 % for the strong fragment.
- The squared overlap of the normalized CCSD and full-CI states falls short of 1 by 0.0002 for the weak set and by 0.0037 for the strong fragment.

The overlap is included because an energy error can be small through cancellation. Like c0², it is a product over separate fragments and decays with N, so it is compared here at equal c0². Both measures say that the strong fragment is the harder case, by a factor of about 17 in the overlap and 36 in the magnitude of the total energy error (about 30 in the error relative to the correlation energy). The common value c0² = 0.716 does not show it.

**What to look at instead**

A useful indicator should not change when a distant, independent fragment is added. The natural occupation numbers, which are the eigenvalues of the one-particle density matrix, have this property: for separate fragments the matrix consists of separate blocks, and a new block leaves the old eigenvalues alone. In the two-site fragment, orbital u holds two electrons with probability 1 − w, so its occupation is

n_u = 2(1 − w) = 0.051

for every N. In the near-degenerate limit w → ½ it rises to 1. For the four-site fragments, the largest occupation among the less occupied half of the natural orbitals (the counterparts of u, called the upper half in the program) is 0.068 in the weak case, for one fragment and for two, and 0.376 in the strong case. This separates the two systems that c0² could not tell apart.

The largest double-excitation amplitude is also independent of N, 0.162 in the example, if the orbitals are local to the fragments. It depends on that choice. If each orbital is spread evenly over N fragments, with coefficients of magnitude 1/√N, an amplitude is a sum of N terms, each a product of four coefficients and τ. Its magnitude is then at most N × N^(−2) × |τ| = |τ|/N. Small amplitudes in delocalized orbitals are therefore no proof of weak correlation.

The reference weight can still be used through −ln c0² per fragment, which is constant for identical separate fragments. Being an average, it can hide one strongly correlated fragment among many weak ones; the occupation numbers keep that fragment visible.

None of these numbers is a guarantee. The two-site fragment with w → ½ has strong multireference character, and yet CCSD remains exact for it, because it has two electrons. An indicator describes the state; the error of a method depends also on what the method can represent. Where the choice matters, the answer should be checked against a higher level of theory on a fragment small enough to afford it. What c0² alone cannot justify is a multireference treatment of 27 weakly correlated fragments because their common reference weight has fallen below one half. The numerical check that follows solves the CCSD equations without assuming the product form and compares the result with full CI.

Values computed for the example and the checks

```
t = 3.0 eV, U = 4.0 eV, gap = 12.0 eV, K = 2.0 eV
two-site fragment: correlation energy = -0.324555 eV = -31.315 kJ/mol
two-site fragment: tau = -0.162278, w = 0.974342, -ln w = 0.025993
Separate two-site fragments (computed; correlation energies in eV):
 N=1: c0^2=0.974342 FCI=-0.324555 CCSD=-0.324555 CISD=-0.324555 max|t2|=0.162278
 N=2: c0^2=0.949342 FCI=-0.649111 CCSD=-0.649111 CISD=-0.633250 max|t2|=0.162278
 N=3: c0^2=0.924983 FCI=-0.973666 CCSD=-0.973666 CISD=-0.928203 max|t2|=0.162278
 N=4: c0^2=0.901250 FCI=-1.298221 CCSD=-1.298221 CISD=-1.211103 max|t2|=0.162278
upper natural occupation per two-site fragment = 0.051317
Tested formulas at larger N (CISD share = part of exact correlation energy):
 N=10: c0^2=0.77110 mean excited fragments=0.257 CISD c0^2=0.84412 CISD share=83.74 %
 N=27: c0^2=0.49568 mean excited fragments=0.693 CISD c0^2=0.75000 CISD share=68.47 %
 N=50: c0^2=0.27262 mean excited fragments=1.283 CISD c0^2=0.69528 CISD share=57.69 %
 N=100: c0^2=0.07432 mean excited fragments=2.566 CISD c0^2=0.64367 CISD share=45.85 %
smallest N with c0^2 < 0.9: 5 (c0^2 = 0.87812)
smallest N with c0^2 < 0.5: 27 (c0^2 = 0.49568)
Coupled two-site fragments, link hopping = 0.6 eV:
 N=1: c0^2=0.974342 FCI correlation=-0.324555 eV CCSD error/N=1.22e-11 eV
 N=2: c0^2=0.949719 FCI correlation=-0.642107 eV CCSD error/N=9.15e-05 eV
 N=3: c0^2=0.925723 FCI correlation=-0.959579 eV CCSD error/N=1.22e-04 eV
 N=4: c0^2=0.902334 FCI correlation=-1.277049 eV CCSD error/N=1.37e-04 eV
increments of -ln c0^2 per added fragment: 0.025596, 0.025590, 0.025590
Four-site fragments (upper occ = largest occupation among upper half):
 one, U=4 eV: c0^2=0.951710 correlation=-0.547421 eV CCSD error=2.581e-04 eV
   1-overlap^2(CCSD,FCI)=3.145e-05 upper occ=0.06826 error/correlation=-0.047 %
 two, U=4 eV: c0^2=0.905753 correlation=-1.094841 eV CCSD error=5.161e-04 eV
   1-overlap^2(CCSD,FCI)=6.290e-05 upper occ=0.06826 error/correlation=-0.047 %
 one, U=12 eV: c0^2=0.716027 correlation=-4.443028 eV CCSD error=-6.357e-02 eV
   1-overlap^2(CCSD,FCI)=3.670e-03 upper occ=0.37636 error/correlation=1.431 %
weak four-site fragments matching the strong c0^2: N = 6.749
at equal c0^2, 1-overlap^2: weak set 2.123e-04, strong 3.670e-03
at equal c0^2, total CCSD error: weak set 1.742e-03 eV, strong -6.357e-02 eV
```
